# Temperature Slope of a Silicon Base-Emitter Voltage at Fixed Current

## Problem

A silicon npn transistor has its collector held at the potential of its base. At $T=300$ K a base-emitter voltage $V=0.65$ V drives a certain collector current $I$. The temperature is then changed slightly, and the voltage is adjusted so that the current stays the same.

1. Find $dV/dT$ at fixed $I$ from the diode law, including the temperature dependence of the intrinsic density $n_i$.
2. Decide whether "about 2 mV per kelvin" is a fair description of the change, and find its sign.
3. Find how the result depends on the chosen current and temperature.

The diode law is

$$
I=I_s(T)\left(e^{V/V_T}-1\right),\qquad V_T=\frac{kT}{q},
$$

where $q$ is the positive elementary charge and $k$ is Boltzmann's constant. The current is counted positive in the forward direction. The base has acceptor density $N_A=10^{17}$ cm$^{-3}$, neutral width $W=500$ nm and emitter area $A=100$ µm$^2$. The electron mobility in it is $\mu=700$ cm$^2$/(V s) at 300 K and varies as $T^{-m}$ with $m=1.5$. The gap follows the Varshni form

$$
E_g(T)=E_0-\frac{aT^2}{T+b},
$$

with $E_0=1.17$ eV, $a=0.473$ meV/K and $b=636$ K. These are rough typical values. An energy in eV divided by $q$ has the same number in volts.

## First estimate by scaling

The strongest temperature dependence of $I_s$ comes from the thermal factor $e^{-E_g/kT}$ in $n_i^2$. For $V\gg V_T$ the current therefore scales as

$$
I\approx I_*\exp\left(\frac{qV-E_g}{kT}\right),
$$

where $I_*$ varies much more slowly than the exponential. Treat $I_*$ and $E_g$ as constants for the moment. A fixed current then requires a fixed exponent:

$$
\frac{E_g/q-V}{T}=\text{constant}.
$$

The distance of $V$ below the gap voltage grows in proportion to $T$, so $V$ falls. Differentiation gives

$$
\frac{dV}{dT}\approx-\frac{E_g/q-V}{T}.
$$

The Varshni form gives $E_g=1.1245$ eV at 300 K, and hence

$$
\frac{dV}{dT}\approx-\frac{1.1245-0.65}{300}\ \text{V/K}\approx-1.58\ \text{mV/K}.
$$

The sign and the order of magnitude are settled. The estimate leaves out the shrinking of the gap and the powers of $T$ hidden in $I_*$.

## Exact solution within the diode law

### The saturation current

Let $n$ be the electron density in the p-type base. At the emitter edge of the neutral base, the applied voltage raises the product of electron and hole densities to $n_i^2e^{V/V_T}$. When few electrons are injected, the hole density stays at $N_A$, so

$$
n(0)=\frac{n_i^2}{N_A}e^{V/V_T}.
$$

The collector junction has no applied voltage, and the density at its edge is idealized as the equilibrium value $n(W)=n_i^2/N_A$. In operation, electrons leave at a finite speed and the density there is higher. For an exit speed of $10^7$ cm/s this lowers the current by about 3.5% here, with a negligible effect on the slope. If recombination in the thin base is neglected, the diffusion current is the same at every position and the density falls linearly. Its gradient has magnitude $[n(0)-n(W)]/W$, which gives

$$
I=qAD\,\frac{n(0)-n(W)}{W}
=\frac{qADn_i^2}{N_AW}\left(e^{V/V_T}-1\right).
$$

Comparison with the diode law identifies

$$
I_s=\frac{qADn_i^2}{N_AW}.
$$

Here $A$, $W$ and $N_A$ are held constant. Two factors depend on temperature: $n_i^2$ and the diffusion constant $D$.

### The intrinsic density

In a parabolic band the density of states is proportional to the square root of the energy $\varepsilon$ measured from the band edge. With Boltzmann occupation, the substitution $\varepsilon=kTx$ gives

$$
\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}\,d\varepsilon
=(kT)^{3/2}\int_0^\infty\sqrt{x}\,e^{-x}\,dx.
$$

The effective densities of states $N_c$ and $N_v$ of the two bands are thus each proportional to $T^{3/2}$, if the density-of-states masses are constant. When the electron and hole densities are multiplied, the Fermi level cancels and the distance between the band edges remains:

$$
n_i^2=N_cN_v e^{-E_g/kT}\propto T^3e^{-E_g(T)/kT}.
$$

Take the logarithm and differentiate. Both $E_g$ and the $T$ in the denominator vary, so the product rule gives two terms from the exponent. With $E_g'=dE_g/dT$,

$$
\frac{d\ln n_i^2}{dT}
=\frac{3}{T}+\frac{E_g}{kT^2}-\frac{E_g'}{kT}.
$$

The gap shrinks on heating, so $E_g'<0$ and all three terms are positive.

### The diffusion constant

The Einstein relation $D=\mu kT/q$ and $\mu\propto T^{-m}$ give $D\propto T^{1-m}$, so $d\ln D/dT=(1-m)/T$. Adding this to the previous result,

$$
\frac{d\ln I_s}{dT}
=\frac{\gamma}{T}+\frac{E_g-TE_g'}{kT^2},
\qquad \gamma=3+(1-m)=4-m.
$$

For this device $\gamma=2.5$.

### Differentiation at fixed current

Write $u=V/V_T$. Since $V_T$ is proportional to $T$, $dV_T/dT=V_T/T$, and

$$
\frac{du}{dT}
=\frac{1}{V_T}\frac{dV}{dT}-\frac{V}{V_T^2}\frac{V_T}{T}
=\frac{1}{V_T}\left(\frac{dV}{dT}-\frac{V}{T}\right).
$$

The current does not change, so the derivative of $I_s(e^u-1)$ is zero:

$$
0=\frac{dI_s}{dT}(e^u-1)+I_se^u\frac{du}{dT}.
$$

Divide by $I_se^u$ and insert $du/dT$:

$$
0=(1-e^{-V/V_T})\frac{d\ln I_s}{dT}
+\frac{1}{V_T}\left(\frac{dV}{dT}-\frac{V}{T}\right).
$$

Solving for the voltage slope gives

$$
\frac{dV}{dT}=\frac{V}{T}
-V_T(1-e^{-V/V_T})\frac{d\ln I_s}{dT}.
$$

Because $V_T/(kT^2)=1/(qT)$, insertion of the derivative of $I_s$ yields

$$
\boxed{
\frac{dV}{dT}=\frac{V}{T}
-\frac{1-e^{-V/V_T}}{T}
\left[\frac{E_g-TE_g'}{q}+\gamma V_T\right]
}
$$

At 0.65 V and 300 K, $V_T=25.852$ mV and $e^{-V/V_T}=1.2\times10^{-11}$. The exponential can be dropped:

$$
\frac{dV}{dT}=
\frac{V-(E_g-TE_g')/q-\gamma V_T}{T}
\qquad (V\gg V_T).
$$

### Numbers

The derivative of the Varshni form is

$$
E_g'=-a\,\frac{2T(T+b)-T^2}{(T+b)^2}
=-a\,\frac{T(T+2b)}{(T+b)^2}.
$$

At 300 K this is $-0.2546$ meV/K. The combination in the slope is then

$$
E_g-TE_g'=1.1245+300\times0.0002546=1.2009\ \text{eV}.
$$

Geometrically, this is where the tangent to the gap curve at 300 K meets the axis $T=0$. It lies above the zero-kelvin gap of 1.17 eV because the gap curve flattens at low temperature while the tangent does not.

The prefactor contributes $\gamma V_T=2.5\times0.025852=0.0646$ V. Therefore

$$
\frac{dV}{dT}
=\frac{0.65-1.2009-0.0646}{300}\ \text{V/K}
\approx-2.05\ \text{mV/K}.
$$

The base-emitter voltage falls by about 2 mV per kelvin. For a rise of 10 K at the same current, solving for the new voltage gives 0.6294 V, a fall of 20.6 mV.

The slope did not require the absolute size of $n_i$, but the current does. The effective density of states of a band with density-of-states mass $m_d$ is $2[m_dkT/(2\pi\hbar^2)]^{3/2}$, where $\hbar$ is the reduced Planck constant. Rough values of $m_d$ are 1.09 free-electron masses for the conduction band and 1.15 for the valence band. They give $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=1.066\times10^{10}$ cm$^{-3}$ at 300 K. With $D=\mu kT/q=18.1$ cm$^2$/s, the saturation current is $6.6\times10^{-17}$ A, and

$$
I\approx\frac{6.585\times10^{-17}\ \text{A}}{1.20\times10^{-11}}
\approx5.5\ \text{µA}.
$$

A separate numerical solution counted $n_i$ by integrating Fermi occupation over both bands. It obtained the current from the diffusion equation with an electron lifetime of 1 µs in the base, found the voltage at fixed current, and differentiated it numerically. It also gives $-2.05$ mV/K.

## Comparison of the two results

Written out term by term, the full slope is

$$
\frac{dV}{dT}
=\underbrace{\frac{V}{T}}_{+2.167}
\underbrace{-\frac{E_g}{qT}}_{-3.748}
\underbrace{+\frac{E_g'}{q}}_{-0.255}
\underbrace{-\frac{\gamma k}{q}}_{-0.215}
\quad\text{mV/K}.
$$

The scaling estimate contains the first two terms. The other two make the fall steeper by 0.47 mV/K, so the estimate is too small in magnitude by 23% of the full result. Slightly more than half of the missing part comes from the shrinking gap, and the rest from the powers of $T$ in $I_s$.

The modest size of the prefactor correction can be understood from the scaling form. At fixed current, $(E_g-qV)/kT=\ln(I_*/I)$, which here is $0.4745/0.025852\approx18.4$. The prefactor correction relative to the estimate is $\gamma$ divided by this logarithm, or $2.5/18.4\approx14\%$. The powers of $T$ matter little because the current lies many factors of $e$ below $I_*$.

### What causes the fall

If $n_i$ were frozen at its 300 K value, $I_s$ would vary as $T^{1-m}$, and the slope for $V\gg V_T$ would be

$$
\frac{V}{T}-(1-m)\frac{k}{q}=+2.21\ \text{mV/K}.
$$

The voltage would rise, mainly because a larger $V$ is needed to keep $V/V_T$ fixed when $V_T$ grows. The growth of the intrinsic density, 8.24% per kelvin at 300 K, reverses the sign. With the gap alone frozen at its 300 K value, $n_i$ still grows and the slope is $-1.80$ mV/K. The shrinking gap therefore strengthens the fall but is not needed for its sign.

The same competition appears if the voltage is held fixed instead. For $V\gg V_T$, $(\partial\ln I/\partial V)_T=1/V_T$, and setting the total change of $\ln I$ to zero gives

$$
\left(\frac{\partial\ln I}{\partial T}\right)_V
=-\frac{1}{V_T}\left(\frac{dV}{dT}\right)_I
=\frac{2.052}{25.852}\ \text{K}^{-1}
\approx7.9\%\ \text{per kelvin}.
$$

### A different current

At a given temperature, $V$ enters the slope through $V/T$ when $V\gg V_T$. A tenfold current raises $V$ by $V_T\ln10$, and the slope changes by

$$
\frac{V_T\ln10}{T}=\frac{k}{q}\ln10=+0.198\ \text{mV/K}.
$$

At ten times the example's current, the slope is thus about $-1.85$ mV/K. The number 2 mV/K belongs to a range of current densities and is not a constant of silicon.

### The small-voltage limit

For $V\ll V_T$, $1-e^{-V/V_T}\approx V/V_T$, and the general formula becomes

$$
\frac{dV}{dT}\approx
V\left(\frac{1}{T}-\frac{d\ln I_s}{dT}\right).
$$

This agrees with the linear diode law $I\approx I_sV/V_T$, which gives $V\approx IV_T/I_s$ at fixed current. The slope now vanishes with $V$. The 2 mV/K rule cannot be carried into this regime, where the $-1$ in the diode law is essential.

### A wide temperature range

The slope itself changes with temperature. For $V\gg V_T$, put $S=dV/dT$, so that $TS=V-(E_g-TE_g')/q-\gamma kT/q$. Differentiating both sides gives

$$
S+T\frac{dS}{dT}=S+\frac{TE_g''}{q}-\frac{\gamma k}{q},
$$

because the derivative of $E_g-TE_g'$ is $-TE_g''$. Hence

$$
\frac{d^2V}{dT^2}=\frac{E_g''}{q}-\frac{\gamma k}{qT}.
$$

For the Varshni form $E_g''=-2ab^2/(T+b)^3$ is negative, so both terms are negative here. As long as $V\gg V_T$, the curve $V(T)$ bends downward and lies below its 300 K tangent on both sides. At much higher temperature $V$ falls to a few $V_T$ and the curve flattens: at this current the diode law gives an upward bend at 550 K and a return above the tangent near 600 K.

At the same current, the model gives 0.7843 V at $-40$ °C and 0.4435 V at 125 °C. The local slopes are $-1.96$ and $-2.15$ mV/K. The voltages lie 2.9 mV and 5.2 mV below the tangent. If the tangent were used as a thermometer scale, it would read too high by $2.86/2.052\approx1.4$ K at the cold end and $5.17/2.052\approx2.5$ K at the hot end.

## The model beside a real transistor

A constant base width affects the current at 0.65 V, but not the slope at that voltage. Real bases depart from the assumptions of an unchanged silicon gap and fully ionized acceptors. With $V$ kept at 0.65 V and the current allowed to adjust, an assumed gap narrowing of 10 meV changes the slope by $+0.033$ mV/K. Incomplete ionization, with an assumed acceptor level of 45 meV, adds $+0.017$ mV/K. Motion of the emitter depletion edge contributes about $-0.005$ mV/K in the depletion approximation, for an assumed emitter doping of $10^{19}$ cm$^{-3}$. The collector edge also moves; for a collector doping of $10^{16}$ cm$^{-3}$ it adds about $+0.002$ mV/K, which is left out of the sum below. Together with the much smaller effects of finite injection and hole degeneracy, these bring the slope at 0.65 V to $-2.01$ mV/K. At the original current, the constant gap narrowing would instead lower $V$ by 10 mV and leave the slope unchanged.

The prefactor exponent is also uncertain, since the mobility law depends on doping and the density-of-states masses vary with temperature. Each unit added to $\gamma$ changes the slope by $-0.086$ mV/K. Taking $\gamma$ from 2 to 4 in the original model gives slopes from about $-2.01$ to $-2.18$ mV/K, so the second decimal is not a prediction for a particular device.

Three other effects are small at this current. The injected electron density is about 0.1% of the base doping. A series resistance of 50 ohm drops 0.27 mV, and a thermal resistance of 1000 K/W gives a temperature rise of 0.004 K. At much larger currents these quantities grow, and low injection eventually fails. The formula describes the collector current. In the simplest model, a diode current dominated by recombination in the depletion region varies as $n_ie^{V/(2V_T)}$ instead; in real junctions the factor 2 is often somewhat smaller. For this simplest form, which assumes traps near mid-gap, the slope at a given voltage $V\gg V_T$ has the same gap terms, because the factor 2 cancels when the current is held fixed, but the prefactor term differs. Traps well away from mid-gap can change the activation energy, and the gap terms then no longer carry over. The numerical output lists the main inputs and the separate contributions.

## Computed results

```
Temperature: 300 K
Base-emitter voltage: 0.65 V
Varshni gap at 0 K: 1.17 eV
Varshni coefficient: 0.473 meV/K
Varshni temperature: 636 K
Electron, density-of-states mass: 1.09 m_e
Hole, density-of-states mass: 1.15 m_e
Base doping: 1e+17 cm^-3
Base width: 500 nm
Emitter area: 100 um^2
Electron mobility: 700 cm^2/(V s)
Mobility exponent m: 1.5
Prefactor exponent gamma: 2.5
Thermal voltage: 25.852 mV
Gap at 300 K: 1.1245 eV
Gap slope at 300 K: -0.2546 meV/K
Tangent intercept of gap: 1.2009 eV
Intrinsic density: 1.066e+10 cm^-3
Growth of intrinsic density: 8.24 %/K
Saturation current: 6.585e-17 A
Collector current: 5.471 uA
exp(-V/Vt): 1.20e-11
Term V/T: +2.167 mV/K
Term -Eg/(qT): -3.748 mV/K
Term from gap slope: -0.255 mV/K
Term -gamma k/q: -0.215 mV/K
Slope from formula: -2.0518 mV/K
Slope from numerical solution: -2.0518 mV/K
Slope with ni frozen: +2.210 mV/K
Slope with only gap frozen: -1.797 mV/K
Slope change for 10x current: +0.198 mV/K
Current growth at fixed voltage: 7.94 %/K
Voltage at 310 K, same current: 0.6294 V
Voltage at -40 C, same current: 0.7843 V
Slope at -40 C: -1.963 mV/K
Voltage minus 300 K tangent, -40 C: -2.86 mV
Voltage at 125 C, same current: 0.4435 V
Slope at 125 C: -2.152 mV/K
Voltage minus 300 K tangent, 125 C: -5.17 mV
Slope change per unit gamma: -0.0862 mV/K
Assumed base gap narrowing: 10 meV
Assumed acceptor level: 45 meV
Slope change, narrowing: +0.03333 mV/K
Slope change, ionization: +0.01692 mV/K
Slope change, depletion: -0.00516 mV/K
Slope change, injection: +0.00004 mV/K
Slope change, degeneracy: -0.00015 mV/K
Slope with these five effects: -2.006 mV/K
Injected electrons / base doping: 9.44e-04
Emitter junction peak field: 0.096 MV/cm
Series drop at 50 ohm: 0.274 mV
Slope change, series resistance: -0.00009 mV/K
Self-heating at 1000 K/W: 0.0036 K
Collector current lost in base: 2.3e-05 (fraction)
```
